The D3 Dispersion Gradient in Two Quadratic-Cost Passes, part 1

(Sections cited here and not found follow in the second part.)

First half: the energy and its response to coordination

Q: A dispersion correction is a sum over atom pairs. To get the forces I would differentiate −C6/R⁶ for each pair and add up the results. Why should there be more to derive?

A: That would suffice if C6 were a constant for each pair of elements. In D3 it depends on the surroundings of both atoms, and the surroundings change when atoms move. The energy treated here is

E = −Σ_{A<B} [s6 C6_AB f6(R_AB) + s8 C8_AB f8(R_AB)].

R_AB is the distance between atoms A and B, s6 and s8 are constant scale factors, and f_n is the damped form of R⁻ⁿ. The coefficient C6_AB depends on two numbers, CN_A and CN_B, which count the neighbours of A and of B.

The setting is a finite molecule in which no two atoms coincide. All pairs are included, without cutoffs or periodic images. The three-body term that may be added to D3 is left out for now. Atomic units are used: energies in hartree, lengths in bohr, C6 in hartree bohr⁶.

Q: A count of neighbours is an integer. How can it be differentiated?

A: It is made fractional. Each neighbour contributes a smooth function of its distance:

CN_A = Σ_{B≠A} γ_AB,

γ_AB = 1/(1 + exp[−k1(k2 ρ_AB/R_AB − 1)]).

Here ρ_AB is the sum of the covalent radii of A and B, k1 = 16 and k2 = 4/3. At R = k2 ρ the exponent is zero and γ = 1/2. At R = ρ the exponent is −16/3, so γ = 0.995, nearly a full neighbour. The function is symmetric, γ_AB = γ_BA, because both ρ and R are.

For the slope, write y = k1(k2 ρ/R − 1), so that γ = 1/(1 + e^(−y)). Then

dγ/dy = e^(−y)/(1 + e^(−y))² = γ(1 − γ),

because 1 − γ = e^(−y)/(1 + e^(−y)). The inner derivative is dy/dR = −k1 k2 ρ/R². The product is

γ′ = dγ/dR = −γ(1 − γ) k1 k2 ρ/R².

The sign is negative: a neighbour that recedes counts for less. The factor γ(1 − γ) makes the slope small for a fully formed bond and for a distant atom. It matters most in between.

Q: Does a very distant atom stop counting altogether?

A: Not quite. As R → ∞, y → −k1, and γ tends to 1/(1 + e¹⁶) = 1.1 × 10⁻⁷. This remainder is tiny but not zero. Its slope still vanishes, because of the factor 1/R².

Q: I would like a case with numbers before we go on.

A: Take four atoms of two model species, X and Y, with round parameters. The covalent radii are 2 bohr for X and 1 bohr for Y. The positions in bohr are

X1 (0, 0, 0), Y2 (3.4, 0, 0), Y3 (0, 3.8, 0), X4 (0, 0, 7).

The bonds from X1 to Y2 and Y3 are stretched, since ρ = 3 bohr for an X–Y pair. That puts them where the count changes with distance. For the pair 1–3, k2 ρ = 4 bohr, and

y = 16(4/3.8 − 1) = 0.8421,

γ_13 = 1/(1 + e^(−0.8421)) = 0.6989,

γ′_13 = −0.6989 × 0.3011 × 16 × 4/3.8² = −0.9327 bohr⁻¹.

The shorter bond 1–2 has γ = 0.9439 and γ′ = −0.2930 bohr⁻¹. The pair 1–4 has γ = 0.0217. The coordination number of X1 is therefore

CN_1 = 0.9439 + 0.6989 + 0.0217 = 1.6645.

The other three are CN_2 = 0.9448, CN_3 = 0.6997 and CN_4 = 0.0224.

Q: How does a fractional coordination number select a C6?

A: By interpolation in a table. Each element has a few reference systems with known coordination numbers. Let c_i be those of the element of A and d_j those of the element of B. For every combination (i, j) the table holds a coefficient T_ij. The interpolated value is

C6_AB = Σ_ij W_ij T_ij / Σ_ij W_ij,

W_ij = exp{−k3[(CN_A − c_i)² + (CN_B − d_j)²]}, with k3 = 4.

References whose coordination numbers resemble the actual ones receive the most weight.

The exponential of a sum is a product of exponentials, so W_ij = p_i q_j with p_i = exp[−k3(CN_A − c_i)²] and a similar q_j for B. Because every combination is present in the table, the denominator factorizes too: Σ_ij p_i q_j = (Σ_i p_i)(Σ_j q_j). With normalized weights u_i = p_i/Σp and v_j = q_j/Σq,

C6_AB = Σ_ij u_i v_j T_ij.

Q: The weights sit in both numerator and denominator. The derivative must be unpleasant.

A: It becomes short once the normalization is differentiated as well. Write x = CN_A and P = Σ_i p_i, and let ⟨…⟩ denote an average with the weights u_i. First,

dp_i/dx = −2k3(x − c_i) p_i.

Summing over i gives

dP/dx = −2k3(x − ⟨c⟩) P.

The quotient rule then yields

du_i/dx = (dp_i/dx)/P − p_i (dP/dx)/P²
= −2k3(x − c_i)u_i + 2k3(x − ⟨c⟩)u_i
= 2k3(c_i − ⟨c⟩)u_i.

The explicit x has cancelled. Now define t_i = Σ_j v_j T_ij, the table row averaged over the references of B. It does not depend on CN_A. Since C6_AB = Σ_i u_i t_i = ⟨t⟩,

∂C6_AB/∂CN_A = 2k3(⟨c t⟩ − ⟨c⟩⟨t⟩).

This is 2k3 times a covariance, between the reference coordination number and the reference coefficient. The derivative with respect to CN_B has the same form, with the roles of rows and columns exchanged.

Q: What does a covariance tell me that the quotient would not?

A: It shows the sign and the size. Consider the double sum

½ Σ_{i,k} u_i u_k (c_i − c_k)(t_i − t_k).

Multiplying out gives four terms. The two with equal indices each give ½⟨c t⟩, because the remaining weights sum to one. The two mixed terms each give −½⟨c⟩⟨t⟩. The double sum is therefore the covariance. If the coefficients fall as the reference coordination number rises, every term with c_i ≠ c_k is negative, and so is the slope. The model tables have this property. Physically, they describe atoms that become less polarizable as they bind more neighbours.

The sum also shows when the slope is small. If one reference carries nearly all the weight, every product u_i u_k with i ≠ k is small. C6 then lies on a plateau. The slope is appreciable where two references compete.

Q: Does X1 lie on a plateau or between two references?

A: Between. The references of X have c = 0, 1, 2, and CN_1 = 1.6645. The unnormalized weights are

exp(−4 × 1.6645²) ≈ 0.00002,
exp(−4 × 0.6645²) = 0.171,
exp(−4 × 0.3355²) = 0.6375.

After normalization u = (0.00002, 0.2115, 0.7885). For Y3, with references at 0 and 1 and CN_3 = 0.6997, the weights are v = (0.1683, 0.8317). The X–Y table has rows (40, 28), (32, 23) and (26, 19) in hartree bohr⁶. Averaging the last two rows over v gives

t_1 = 32 × 0.1683 + 23 × 0.8317 = 24.51,
t_2 = 26 × 0.1683 + 19 × 0.8317 = 20.18.

Hence C6_13 = 0.2115 × 24.51 + 0.7885 × 20.18 = 21.10 hartree bohr⁶. With the reference at c = 0 neglected, the double sum has one distinct pair left, and

∂C6_13/∂CN_1 ≈ 8 × 0.2115 × 0.7885 × (20.18 − 24.51) ≈ −5.78 hartree bohr⁶.

The value with all three references is −5.787. The slope of the same coefficient with respect to CN_3 is −8.311.

Q: You have treated only C6. The second term contains C8, and the damping radius contains a ratio of the two. Surely those depend on coordination as well.

A: C8 does, but in D3 it is tied to C6 by constants:

C8_AB = 3 C6_AB √(Q_A Q_B) = q_AB C6_AB, q_AB = 3√(Q_A Q_B).

Q_A and Q_B are fixed numbers for each element. The ratio C8/C6 = q_AB is thus independent of CN. In Becke–Johnson damping the functions are f_n = 1/(Rⁿ + bⁿ), with the radius

b_AB = a1 √(C8_AB/C6_AB) + a2 = a1 √q_AB + a2.

The coordination numbers drop out of b. Each pair energy then has one factor that depends on coordination and one that depends on distance:

E_AB = −C6_AB g_AB(R_AB),

g = s6/(R⁶ + b⁶) + s8 q/(R⁸ + b⁸).

Differentiating each reciprocal gives

g′ = −6 s6 R⁵/(R⁶ + b⁶)² − 8 s8 q R⁷/(R⁸ + b⁸)².

With positive s6 and s8, g′ is negative for R > 0. At fixed C6 the pair then attracts, because −C6 g′ is positive. At large R this becomes 6 s6 C6/R⁷, the undamped result. As R → 0 it vanishes as R⁵.

Q: Would the older zero damping spoil the factorization?

A: No. Its radii R0_AB come from a fixed table. With t_n = (R/(s_rn R0))^(−α_n), where s_rn and α_n are constants, each term of g has the form

h_n = m_n R⁻ⁿ/(1 + 6t_n), m6 = s6, m8 = s8 q.

Since dt_n/dR = −α_n t_n/R, the factor 1/(1 + 6t_n) has the derivative 6α_n t_n/[R(1 + 6t_n)²]. The product rule gives

h_n′ = (h_n/R)[−n + 6α_n t_n/(1 + 6t_n)].

At short range t_n is large and the bracket tends to α_n − n. This is positive for the exponents 14 and 16 used with n = 6 and 8, so the fixed-C6 contribution becomes repulsive there. Nothing else in the derivation changes. The example uses Becke–Johnson damping.

Q: Then what is the energy of the pair 1–3?

A: The parameters are s6 = s8 = 1, a1 = 0.4, a2 = 4 bohr, Q_X = 9 bohr² and Q_Y = 4 bohr². Thus q = 3√36 = 18 bohr² and b = 0.4 × √18 + 4 = 5.697 bohr. At R = 3.8 bohr the two parts of g are 2.688 × 10⁻⁵ and 1.561 × 10⁻⁵ bohr⁻⁶, which add to 4.249 × 10⁻⁵ bohr⁻⁶. The energy is

E_13 = −21.10 × 4.249 × 10⁻⁵ hartree = −896 microhartree.

Q: So far every derivative concerns a single pair. How is the effect of coordination on the whole energy expressed?

A: Regard E for the moment as a function of two separate sets of variables, the distances and the coordination numbers. Hold all distances fixed and change CN_A alone. Only pairs that contain A respond, so

G_A = ∂E/∂CN_A = −Σ_{B≠A} g_AB ∂C6_AB/∂CN_A.

G_A is the energy change per unit of added coordination at atom A. For X1, which has three partners,

G_1 = 43.95 × 5.412 + 42.49 × 5.787 + 9.489 × 39.89 = 862 microhartree,

where the g values are in 10⁻⁶ bohr⁻⁶ and the two minus signs have cancelled. It is positive: more coordination lowers the C6 values and weakens the attraction. The largest single part, 379 microhartree, comes from the distant X4, because the X–X coefficient is large and changes strongly with CN_1.

Q: But one cannot change a coordination number with all distances fixed.

A: Not by moving atoms. The expression for E is nevertheless defined for arbitrary values of the CN arguments, and its partial derivative is well defined. Inserting the actual dependence of CN on distance is the remaining task.


Second half: from coordination numbers to nuclear forces

Q: Before you insert it, which quantities do we need from the first half?

A: The energy is E = −Σ_{A<B} C6_AB g_AB, where g_AB depends on the distance R_AB alone and C6_AB on CN_A and CN_B. The coordination number is CN_A = Σ_{B≠A} γ_AB, with the symmetric count γ_AB, the sum of covalent radii ρ_AB and the slope

γ′_AB = −γ_AB(1 − γ_AB) k1 k2 ρ_AB/R_AB².

The response to coordination at fixed distances is

G_A = −Σ_{B≠A} g_AB ∂C6_AB/∂CN_A,

where ∂C6_AB/∂CN_A is 2k3 times a weighted covariance. A prime on g or γ means a derivative with respect to distance. The example has atoms X1, Y2, Y3 and X4, with X1 at the origin and Y2, Y3 and X4 on the positive x, y and z axes at 3.4, 3.8 and 7 bohr.

Q: Suppose I move Y3. Can that really change the energy of the pair 1–4, to which Y3 does not belong?

A: Yes. The distance R_13 enters CN_1, and CN_1 enters C6_14. With the other distances held fixed, the chain rule gives

∂E_14/∂R_13 = −g_14 (∂C6_14/∂CN_1) γ′_13.

The numbers are g_14 = 9.489 × 10⁻⁶ bohr⁻⁶, ∂C6_14/∂CN_1 = −39.89 hartree bohr⁶ and γ′_13 = −0.9327 bohr⁻¹. Therefore

∂E_14/∂R_13 = 378.5 × (−0.9327) = −353 microhartree/bohr.

Stretching the bond 1–3 lowers the coordination of X1, raises C6_14 and makes E_14 more negative. The energy is written as a sum over pairs, but it is not a sum of pair potentials.

Q: Then I can collect these terms directly. For each pair AB, I visit all neighbours of A and all neighbours of B.

A: That is correct but expensive. There are N(N − 1)/2 pairs, each with two coordination numbers, and each coordination number has N − 1 neighbour terms. The number of contributions is

[N(N − 1)/2] × 2 × (N − 1) = N(N − 1)².

The cost grows as N³. Storing the slopes γ′ would avoid computing them repeatedly, but the same number of contributions would still have to be added.

Q: How does one avoid the third atom index if the physical dependence really involves three atoms?

A: By noticing that the neighbour term does not care which pair asked for it. Start from the total differential of E:

dE = Σ_{A<B} (−C6_AB g′_AB) dR_AB + Σ_A G_A dCN_A.

The first sum is the change at fixed coordination numbers. The second contains everything that acts through them. Since CN_A is a sum of counts,

dCN_A = Σ_{B≠A} γ′_AB dR_AB.

Insert this into the second sum:

Σ_A G_A dCN_A = Σ_A Σ_{B≠A} G_A γ′_AB dR_AB.

Each unordered pair appears twice on the right, once with G_A and once with G_B. The other factors are equal in the two appearances, because γ′_AB = γ′_BA and R_AB = R_BA. Combining them gives

Σ_A G_A dCN_A = Σ_{A<B} (G_A + G_B) γ′_AB dR_AB.

The sum over pairs that feel CN_A has been completed inside G_A before any neighbour is visited. This order of summation removes the third loop.

Q: And the gradient itself?

A: Collect the coefficient of each dR_AB:

F_AB = −C6_AB g′_AB + (G_A + G_B) γ′_AB.

To convert distances to positions, differentiate R_AB² = |r_A − r_B|² with respect to r_A. This gives 2R_AB ∇_A R_AB = 2(r_A − r_B), hence

∇_A R_AB = e_AB = (r_A − r_B)/R_AB.

Only the distances that involve A change when A moves, so

∇_A E = Σ_{B≠A} [−C6_AB g′_AB + (G_A + G_B) γ′_AB] e_AB.

The force on A is −∇_A E. Atom B receives the same pair contribution with the opposite sign, because e_BA = −e_AB.

The gradient is now a sum over pairs, with the effect of coordination on the whole energy collected in one number G_A per atom. What remains is to organize the computation, evaluate the forces in the example, and examine the checks and limits of the formula.
